**Drude conductivity area: numerical tests and a doped-silicon example**

The program tests that the integral of $\mathrm{Re}\,\sigma(\omega)$ over positive angular frequency equals $\pi ne^2/(2m)$, where $n$ is the carrier density, $e$ the charge magnitude and $m$ the conductivity mass. It integrates the equation of motion in time and asserts that the absorbed power agrees with the Drude formula at three frequencies. It then asserts that the area found by quadrature agrees with the formula for scattering times from 1 fs to 1 ps. The printed ratio of 0.999999 at 1 ps reflects the small area below the lowest grid frequency, $10^6$ rad/s. Further assertions cover the finite cutoff, the Gaussian value, the six-valley mass average, friction with memory, an energy-dependent scattering time and a nonparabolic band. For two silicon samples of equal density and different mobility, the output shows the same area, $1.7135\times10^{15}$ S/(cm s), although their conductivities at dc and at 1550 nm differ by factors of about two in opposite directions. For sample A with a memory time of 10 fs, dropping the imaginary part of the memory friction reduces the area to 0.8213 of the formula.

## Program and output

```python
"""
Result under test: the integral of Re sigma(omega) over omega from 0 to
infinity equals pi*n*e^2/(2*m), whatever the scattering time tau, for
  sigma(omega) = (n*e^2*tau/m)/(1 - i*omega*tau).
n: carrier density, e: charge magnitude, m: effective (conductivity) mass,
omega: angular frequency. SI units are used inside the program.
The example is n-type silicon with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import gamma

e, m_e, hbar = const.e, const.m_e, const.hbar
k_B, c = const.k, const.c


def drude_real(omega, tau, stiffness):
    """Real conductivity; stiffness means n*e^2/m."""
    return stiffness * tau / (1 + (omega * tau) ** 2)


def log_integral(function, low, high, points=4001):
    """Integrate over a positive variable on a logarithmic grid."""
    s = np.linspace(np.log(low), np.log(high), points)
    w = np.exp(s)
    return simpson(function(w) * w, x=s)


# Rough typical inputs for n-type silicon
density_cm = 1e18
mobility_cm = np.array([250.0, 125.0])
mass_long, mass_trans = 0.92, 0.19
temperature = 300.0
gap_eV = 1.12
nonparabolicity_per_eV = 0.5
wavelength_nm = 1550.0
memory_time = 10e-15

# Conductivity mass from six explicit valley tensors, oblique field
inverse_tensor = np.zeros((3, 3))
for axis in range(3):
    for side in (-1, 1):
        diagonal = np.full(3, 1 / mass_trans)
        diagonal[axis] = 1 / mass_long
        inverse_tensor += np.diag(diagonal) / 6
mass_ratio = 3 / (1 / mass_long + 2 / mass_trans)
field = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
assert np.allclose(inverse_tensor @ field, field / mass_ratio, rtol=1e-12)
dos_ratio = (mass_long * mass_trans**2) ** (1 / 3)

n = density_cm * 1e6
m = mass_ratio * m_e
stiffness = n * e**2 / m
taus = mobility_cm * 1e-4 * m / e
area_formula = np.pi * n * e**2 / (2 * m)

# Equation of motion in time: absorbed power against Re sigma.
# Time unit tau, conductivity unit n e^2 tau / m.
ode_error = 0.0
for x in (0.3, 1.0, 4.0):
    period = 2 * np.pi / x
    start = np.ceil(30 / period) * period

    def motion(t, y, x=x):
        drive = np.cos(x * t)
        return [drive - y[0], y[0] * drive]

    run = solve_ivp(motion, (0, start + period), [0.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    t_eval=[start, start + period])
    in_phase = 2 * (run.y[1, 1] - run.y[1, 0]) / period
    ode_error = max(ode_error, abs(in_phase / drude_real(x, 1, 1) - 1))
assert ode_error < 1e-6

# Area on one common frequency grid for very different scattering times.
# The cut tail at 1e22 rad/s is below 1e-7 of the area.
scan_taus = np.array([1e-15, 1e-14, 1e-13, 1e-12])
scan_areas = np.array([
    log_integral(lambda w: drude_real(w, t, stiffness), 1e6, 1e22)
    for t in scan_taus])
areas = np.array([
    log_integral(lambda w: drude_real(w, t, stiffness), 1e6, 1e22)
    for t in taus])
assert np.allclose(scan_areas, area_formula, rtol=1e-6)
assert np.allclose(areas, area_formula, rtol=1e-6)

# Finite cutoff at the gap
omega_gap = gap_eV * e / hbar
missing = 1 - 2 / np.pi * np.arctan(omega_gap * taus)
for t, lost in zip(taus, missing):
    part = quad(lambda x: drude_real(x / t, t, stiffness) / t,
                0, omega_gap * t, epsabs=0, epsrel=1e-10, limit=300)[0]
    assert abs(part / area_formula - (1 - lost)) < 1e-8

# Gaussian value, from the charge in statcoulomb and the mass in gram
charge_gauss = e * c * 10
area_gauss = np.pi * density_cm * charge_gauss**2 / (2 * m * 1e3)
assert np.isclose(areas[0] / (4 * np.pi * const.epsilon_0),
                  area_gauss, rtol=1e-6)
plasma_gauss = np.sqrt(4 * np.pi * density_cm * charge_gauss**2 / (m * 1e3))

# Friction with memory, frequency in units of 1/tau
memory = memory_time / taus[0]


def memory_real(x):
    return (1 / (1 / (1 - 1j * x * memory) - 1j * x)).real


def truncated_real(x):
    rate = (1 / (1 - 1j * x * memory)).real
    return (1 / (rate - 1j * x)).real


memory_area = log_integral(memory_real, 1e-9, 1e9) / (np.pi / 2)
truncated_area = log_integral(truncated_real, 1e-9, 1e9) / (np.pi / 2)
assert abs(memory_area - 1) < 1e-6
assert truncated_area < 0.99

# Scattering time growing as energy^(3/2), thermal carriers, same mean tau.
# Transport weight: E^(3/2) exp(-E), with E in units of kT.
y = np.linspace(-20, 4.2, 1200)
energy = np.exp(y)
weight = energy**2.5 * np.exp(-energy) / gamma(2.5) * (y[1] - y[0])
assert abs(weight.sum() - 1) < 1e-8
relative_tau = energy**1.5 / np.sum(weight * energy**1.5)


def spread_real(x):
    x = np.atleast_1d(x)
    return (1 / (1 + np.outer(x, relative_tau) ** 2)) @ (
        weight * relative_tau)


spread_area = log_integral(spread_real, 1e-9, 1e9, 2001) / (np.pi / 2)
assert abs(spread_area - 1) < 1e-6
omega_light = 2 * np.pi * c / (wavelength_nm * 1e-9)
x_light = omega_light * taus[0]
tail_ratio = spread_real(x_light)[0] / drude_real(x_light, 1, 1)
x_gap = omega_gap * taus[0]
spread_missing = log_integral(spread_real, x_gap, 1e9, 2001) / (np.pi / 2)
spread_below = log_integral(spread_real, 1e-9, x_gap, 2001) / (np.pi / 2)
assert abs(spread_missing + spread_below - 1) < 1e-6

# Nonparabolic band E(1 + a E) = k^2/2 in scaled thermal units
thermal_eV = k_B * temperature / e
a = nonparabolicity_per_eV * thermal_eV
node_k, weight_k = np.polynomial.legendre.leggauss(200)
k = 6 * (node_k + 1)
weight_k = 6 * weight_k
cosine, weight_c = np.polynomial.legendre.leggauss(20)
band = (np.sqrt(1 + 2 * a * k**2) - 1) / (2 * a)
occupation = weight_k * k**2 * np.exp(-band)
occupation /= occupation.sum()


def mean_velocity(shift):
    kz = np.outer(k, cosine) + shift
    k_squared = kz**2 + np.outer(k**2, 1 - cosine**2)
    velocity = kz / np.sqrt(1 + 2 * a * k_squared)
    return occupation @ velocity @ weight_c / 2


step = 1e-3
displaced = (mean_velocity(step) - mean_velocity(-step)) / (2 * step)
root = np.sqrt(1 + 2 * a * k**2)
band_factor = np.sum(occupation * (root**-3 + 2 / root) / 3)
assert abs(displaced - band_factor) < 1e-6

# Degeneracy and photon energy
states_cm = 12 * (dos_ratio * m_e * k_B * temperature
                  / (2 * np.pi * hbar**2)) ** 1.5 * 1e-6
photon_eV = hbar * omega_light / e

print("INPUTS (rough typical values, n-type silicon)")
print(f"density n: {density_cm:.1e} cm^-3")
print(f"mobility A, B: {mobility_cm[0]:.0f}, {mobility_cm[1]:.0f} cm^2/Vs")
print(f"valley masses ml, mt: {mass_long}, {mass_trans} m_e")
print(f"temperature: {temperature:.0f} K")
print(f"gap: {gap_eV} eV")
print(f"nonparabolicity: {nonparabolicity_per_eV} eV^-1")
print(f"memory time: {memory_time*1e15:.0f} fs")
print("DRUDE EXAMPLE")
print(f"conductivity mass: {mass_ratio:.4f} m_e")
for name, t, area, lost in zip("AB", taus, areas, missing):
    print(f"{name} scattering time: {t*1e15:.2f} fs")
    print(f"{name} half-height frequency 1/tau: {1/t:.3e} rad/s")
    print(f"{name} dc conductivity: {stiffness*t/100:.2f} S/cm")
    light = drude_real(omega_light, t, stiffness) / 100
    print(f"{name} Re sigma at {wavelength_nm:.0f} nm: {light:.5f} S/cm")
    print(f"{name} area by quadrature: {area/100:.5e} S/(cm s)")
    print(f"{name} weight above gap: {100*lost:.2f} %")
print(f"area by formula: {area_formula/100:.5e} S/(cm s)")
print(f"area in Gaussian units: {area_gauss:.4e} s^-2")
print(f"plasma frequency, no background: {plasma_gauss:.4e} rad/s")
print("TESTS")
print(f"largest equation-of-motion error: {ode_error:.1e} (relative)")
for t, area in zip(scan_taus, scan_areas):
    print(f"tau {t*1e15:.0f} fs: area/formula = {area/area_formula:.6f}")
print(f"causal memory: area/formula = {memory_area:.6f}")
print(f"Re gamma only: area/formula = {truncated_area:.4f}")
print(f"energy-spread tau: area/formula = {spread_area:.6f}")
print("NEGLECTED EFFECTS (sample A)")
print(f"energy-spread tau, 1550 nm tail factor: {tail_ratio:.2f}")
print(f"energy-spread tau, weight above gap: {100*spread_missing:.2f} %")
print(f"nonparabolic weight factor: {band_factor:.4f}")
print(f"same from displaced carriers: {displaced:.4f}")
print(f"density-of-states mass: {dos_ratio:.4f} m_e")
print(f"area factor if that mass is used: {mass_ratio/dos_ratio:.3f}")
print(f"effective density of states: {states_cm:.2e} cm^-3")
print(f"n / effective density of states: {density_cm/states_cm:.4f}")
print(f"photon energy at 1550 nm: {photon_eV:.3f} eV")
print(f"photon energy / kT: {photon_eV/thermal_eV:.1f}")
print("verified")
```

It prints:

```
INPUTS (rough typical values, n-type silicon)
density n: 1.0e+18 cm^-3
mobility A, B: 250, 125 cm^2/Vs
valley masses ml, mt: 0.92, 0.19 m_e
temperature: 300 K
gap: 1.12 eV
nonparabolicity: 0.5 eV^-1
memory time: 10 fs
DRUDE EXAMPLE
conductivity mass: 0.2583 m_e
A scattering time: 36.72 fs
A half-height frequency 1/tau: 2.723e+13 rad/s
A dc conductivity: 40.05 S/cm
A Re sigma at 1550 nm: 0.02011 S/cm
A area by quadrature: 1.71350e+15 S/(cm s)
A weight above gap: 1.02 %
B scattering time: 18.36 fs
B half-height frequency 1/tau: 5.447e+13 rad/s
B dc conductivity: 20.03 S/cm
B Re sigma at 1550 nm: 0.04015 S/cm
B area by quadrature: 1.71350e+15 S/(cm s)
B weight above gap: 2.04 %
area by formula: 1.71350e+15 S/(cm s)
area in Gaussian units: 1.5400e+27 s^-2
plasma frequency, no background: 1.1100e+14 rad/s
TESTS
largest equation-of-motion error: 8.0e-10 (relative)
tau 1 fs: area/formula = 1.000000
tau 10 fs: area/formula = 1.000000
tau 100 fs: area/formula = 1.000000
tau 1000 fs: area/formula = 0.999999
causal memory: area/formula = 1.000000
Re gamma only: area/formula = 0.8213
energy-spread tau: area/formula = 1.000000
NEGLECTED EFFECTS (sample A)
energy-spread tau, 1550 nm tail factor: 2.65
energy-spread tau, weight above gap: 3.07 %
nonparabolic weight factor: 0.9396
same from displaced carriers: 0.9396
density-of-states mass: 0.3214 m_e
area factor if that mass is used: 0.804
effective density of states: 2.74e+19 cm^-3
n / effective density of states: 0.0364
photon energy at 1550 nm: 0.800 eV
photon energy / kT: 30.9
verified
```
